# Signs of World-Line Weights on a Hubbard Ring: a numerical check

```python
"""World-line signs on a Hubbard ring.

Result under test: a closed world-line configuration has the sign
    product over spins s of [sigma_s * (-1)**(N_s - 1)]**W_s      (t > 0)
L: sites, N_s: particles of spin s, W_s: net crossings of the boundary bond,
sigma_s: +1 periodic, -1 antiperiodic, t: hopping, U: interaction,
beta: inverse temperature, M: number of imaginary-time slices.
Hence all nonzero weights are positive for periodic boundaries with odd N_s
and for antiperiodic boundaries with even N_s.
Fermion signs come from explicit anticommuting matrices. Energy unit: t.
"""
from collections import Counter
from itertools import combinations, product
import numpy as np
from scipy.linalg import expm
from scipy.special import logsumexp


def annihilators(modes):
    """Matrices of the annihilation operators; mode 0 is the leading bit."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for j in range(modes):
        matrix = np.eye(1)
        for k in range(modes):
            factor = parity if k < j else lower if k == j else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def forward_hops(L, sigma, t):
    """Matrices of t c^dagger_(b+1) c_b for one spin, boundary bond last."""
    c = annihilators(L)
    return [t * (sigma if b == L - 1 else 1) * c[(b + 1) % L].T @ c[b]
            for b in range(L)]


def hop_amplitude(hops, L, positions, label, step):
    """Move one labelled particle; return new positions and amplitude."""
    old_site = positions[label]
    new_site = (old_site + step) % L
    new = positions[:label] + (new_site,) + positions[label + 1:]
    row = sum(1 << (L - 1 - x) for x in new)
    col = sum(1 << (L - 1 - x) for x in positions)
    if step == 1:
        return new, hops[old_site][row, col]
    return new, hops[new_site][col, row]


def enumerate_closed(L, N, sigma, t, max_hops):
    """Check every closed hop sequence; count by (hops, winding, sign)."""
    hops = forward_hops(L, sigma, t)
    counts = Counter()
    for start in combinations(range(L), N):
        stack = [(start, 0, 0, 1.0)]
        while stack:
            pos, n, displacement, amplitude = stack.pop()
            if n > 0 and set(pos) == set(start):
                assert displacement % L == 0
                W = displacement // L
                perm = [start.index(x) for x in pos]
                assert perm == [(k + W) % N for k in range(N)]
                inversions = sum(perm[i] > perm[j]
                                 for i, j in combinations(range(N), 2))
                assert (-1) ** inversions == (-1) ** (abs(W) * (N - 1))
                base = sigma * (-1) ** (N - 1) * (1 if t > 0 else (-1) ** L)
                assert amplitude == base ** abs(W)
                counts[(n, W, int(amplitude))] += 1
            if n == max_hops:
                continue
            for label in range(N):
                for step in (1, -1):
                    if (pos[label] + step) % L in pos:
                        continue
                    new, a = hop_amplitude(hops, L, pos, label, step)
                    stack.append((new, n + 1, displacement + step,
                                  amplitude * a))
    return counts


# Labelled paths: permutation, winding and fermion amplitude
tables = {}
for L_test, max_hops in ((3, 6), (4, 8), (5, 7)):
    for N in range(1, L_test):
        for sigma, t_sign in product((1, -1), (1, -1)):
            found = enumerate_closed(L_test, N, sigma, t_sign, max_hops)
            assert any(W != 0 for (_, W, _) in found)
            tables[L_test, N, sigma, t_sign] = found

# Full two-spin ring
L, t, U, beta, M = 4, 1.0, 4.0, 2.0, 40
c_all = annihilators(2 * L)
hop_up = [c_all[(b + 1) % L].T @ c_all[b] for b in range(L)]
hop_dn = [c_all[L + (b + 1) % L].T @ c_all[L + b] for b in range(L)]
occupation = np.array([[(state >> (2 * L - 1 - m)) & 1 for m in range(2 * L)]
                       for state in range(4 ** L)])


def sector(n_up, n_dn, phase_up, phase_dn):
    """Bond Hamiltonians and double occupancy at fixed particle numbers."""
    keep = np.flatnonzero((occupation[:, :L].sum(axis=1) == n_up)
                          & (occupation[:, L:].sum(axis=1) == n_dn))
    block = np.ix_(keep, keep)
    bonds = []
    for b in range(L):
        pu, pd = (phase_up, phase_dn) if b == L - 1 else (1, 1)
        forward = pu * hop_up[b][block] + pd * hop_dn[b][block]
        bonds.append(-t * (forward + forward.conj().T))
    double = (occupation[keep, :L] * occupation[keep, L:]).sum(axis=1)
    return bonds, double


def weight_sums(n_up, n_dn, sigma_up, sigma_dn, slices):
    """Sum of world-line weights and sum of their absolute values."""
    bonds, double = sector(n_up, n_dn, sigma_up, sigma_dn)
    dtau = beta / slices
    signed = np.diag(np.exp(-dtau * U * double))
    absolute = signed.copy()
    for h in bonds:
        factor = expm(-dtau * h)
        signed = signed @ factor
        absolute = absolute @ np.abs(factor)
    return (np.trace(np.linalg.matrix_power(signed, slices)),
            np.trace(np.linalg.matrix_power(absolute, slices)))


def energies(n_up, n_dn, phase):
    bonds, double = sector(n_up, n_dn, phase, phase)
    return np.linalg.eigvalsh(sum(bonds) + U * np.diag(double))


# Bond factor elements for two equal-spin particles
dtau = beta / M
for sigma in (1, -1):
    bonds, _ = sector(2, 0, sigma, sigma)
    for b, h in enumerate(bonds):
        factor = expm(-dtau * h)
        hopping = np.abs(h) > 0.5
        expected_sign = -sigma if b == L - 1 else 1
        assert np.allclose(factor[hopping], expected_sign * np.sinh(dtau * t))
        moving = hopping.any(axis=1)
        assert np.allclose(np.diag(factor),
                           np.where(moving, np.cosh(dtau * t), 1.0))
        assert np.allclose(factor[~hopping & ~np.eye(len(h), dtype=bool)], 0)

# Positivity in every sector and for every choice of boundaries
average_sign = {}
for n_up, n_dn in product(range(L + 1), repeat=2):
    for su, sd in product((1, -1), repeat=2):
        total, total_abs = weight_sums(n_up, n_dn, su, sd, M)
        ratio = total / total_abs
        average_sign[n_up, n_dn, su, sd] = ratio
        harmless = all(n in (0, L) or s * (-1) ** (n - 1) == 1
                       for n, s in ((n_up, su), (n_dn, sd)))
        if harmless:
            assert abs(ratio - 1) < 1e-11
        else:
            assert ratio < 1 - 1e-6

# Absolute weights of the periodic ring are the antiperiodic weights
sum_periodic, sum_absolute = weight_sums(2, 2, 1, 1, M)
sum_antiperiodic, _ = weight_sums(2, 2, -1, -1, M)
assert abs(sum_absolute / sum_antiperiodic - 1) < 1e-11

# Continuous-time limit from exact diagonalization
E_per, E_anti = energies(2, 2, 1), energies(2, 2, -1)


def log_sign(b):
    return logsumexp(-b * E_per) - logsumexp(-b * E_anti)


exact_sign = np.exp(log_sign(beta))
sign_M = average_sign[2, 2, 1, 1]
fine_total, fine_abs = weight_sums(2, 2, 1, 1, 2 * M)
sign_2M = fine_total / fine_abs
error_ratio = (sign_M - exact_sign) / (sign_2M - exact_sign)
assert 3.5 < error_ratio < 4.5
energy_difference = E_per[0] - E_anti[0]
decay_rate = -(log_sign(80.0) - log_sign(60.0)) / 20.0
assert energy_difference > 0 and abs(decay_rate - energy_difference) < 1e-6

# Resolve the partition function by total winding with a boundary twist
twists = 2 * np.pi * np.arange(16) / 16
Z_twist = np.array([np.exp(-beta * energies(2, 2, np.exp(1j * a))).sum()
                    for a in twists])
Z_anti = np.exp(-beta * E_anti).sum()
Z_per = np.exp(-beta * E_per).sum()
share = {}
for W in range(-7, 8):
    component = np.mean(np.exp(-1j * twists * W) * Z_twist)
    assert abs(component.imag) < 1e-10 * Z_anti
    share[W] = (-1) ** abs(W) * component.real / Z_anti
    if abs(W) <= 3:
        assert share[W] > 1e-12
assert abs(sum(share.values()) - 1) < 1e-8
odd_share = sum(p for W, p in share.items() if W % 2)
assert abs(1 - 2 * odd_share - exact_sign) < 1e-8

print(f"Ring: L = {L} sites, t = {t:g} (energy unit), U = {U:g} t")
print(f"beta = {beta:g} / t, M = {M} slices, dtau = {dtau:g} / t")
print(f"cosh(dtau t) = {np.cosh(dtau * t):.6f}, "
      f"sinh(dtau t) = {np.sinh(dtau * t):.6f} (no unit)")
print("Exchange of two equal-spin particles, sites by label:")
hops_per, hops_anti = forward_hops(L, 1, 1), forward_hops(L, -1, 1)
pos, product_per, product_anti = (0, 1), 1, 1
for label in (1, 0, 1, 1):
    new, a_per = hop_amplitude(hops_per, L, pos, label, 1)
    _, a_anti = hop_amplitude(hops_anti, L, pos, label, 1)
    print(f"  {pos} -> {new}: sign periodic {int(a_per):+d}, "
          f"antiperiodic {int(a_anti):+d}")
    pos = new
    product_per *= int(a_per)
    product_anti *= int(a_anti)
assert pos == (1, 0)
print(f"  product: periodic {product_per:+d}, antiperiodic {product_anti:+d}")
print("Closed 4-hop sequences on 4 sites, one spin (counts):")
for N in (1, 2, 3):
    per, anti = tables[4, N, 1, 1], tables[4, N, -1, 1]
    still = sum(v for (n, W, s), v in per.items() if n == 4 and W == 0)
    wound = sum(v for (n, W, s), v in per.items() if n == 4 and abs(W) == 1)
    sp = {s for (n, W, s) in per if n == 4 and abs(W) == 1}.pop()
    sa = {s for (n, W, s) in anti if n == 4 and abs(W) == 1}.pop()
    print(f"  N={N}: W=0: {still}, W=+1 or -1: {wound}, "
          f"wound sign periodic {sp:+d}, antiperiodic {sa:+d}")
print("Average sign at M slices (no unit), both spins same boundary:")
for n_up, n_dn in ((1, 1), (2, 2), (3, 3), (1, 2)):
    print(f"  N_up={n_up}, N_dn={n_dn}: "
          f"periodic {average_sign[n_up, n_dn, 1, 1]:.6f}, "
          f"antiperiodic {average_sign[n_up, n_dn, -1, -1]:.6f}")
print(f"  N_up=1 periodic, N_dn=2 antiperiodic: "
      f"{average_sign[1, 2, 1, -1]:.6f}")
print("Two up, two down, continuous time:")
print(f"  Z periodic = {Z_per:.4f}, Z antiperiodic = {Z_anti:.4f} (no unit)")
print(f"  periodic average sign, exact = {exact_sign:.6f} (no unit)")
print(f"  same with {M} slices = {sign_M:.6f}, {2 * M} slices = {sign_2M:.6f}")
print(f"  time-step error ratio on halving dtau = {error_ratio:.3f}")
for W in range(4):
    print(f"  share of absolute weight at total W = {W:+d}: {share[W]:.3e}")
print(f"  share of odd total W = {odd_share:.6f} (no unit)")
print(f"  E0 periodic = {E_per[0]:.6f} t, antiperiodic = {E_anti[0]:.6f} t")
print(f"  energy difference = {energy_difference:.6f} t")
print(f"  decay rate of sign from beta t = 60 to 80: {decay_rate:.6f} t")
for b in (1.0, 2.0, 4.0, 8.0):
    print(f"  periodic average sign at beta = {b:g} / t: "
          f"{np.exp(log_sign(b)):.6f}")
print("tests ok")
```

It prints:

```
Ring: L = 4 sites, t = 1 (energy unit), U = 4 t
beta = 2 / t, M = 40 slices, dtau = 0.05 / t
cosh(dtau t) = 1.001250, sinh(dtau t) = 0.050021 (no unit)
Exchange of two equal-spin particles, sites by label:
  (0, 1) -> (0, 2): sign periodic +1, antiperiodic +1
  (0, 2) -> (1, 2): sign periodic +1, antiperiodic +1
  (1, 2) -> (1, 3): sign periodic +1, antiperiodic +1
  (1, 3) -> (1, 0): sign periodic -1, antiperiodic +1
  product: periodic -1, antiperiodic +1
Closed 4-hop sequences on 4 sites, one spin (counts):
  N=1: W=0: 24, W=+1 or -1: 8, wound sign periodic +1, antiperiodic -1
  N=2: W=0: 96, W=+1 or -1: 32, wound sign periodic -1, antiperiodic +1
  N=3: W=0: 24, W=+1 or -1: 8, wound sign periodic +1, antiperiodic -1
Average sign at M slices (no unit), both spins same boundary:
  N_up=1, N_dn=1: periodic 1.000000, antiperiodic 0.495098
  N_up=2, N_dn=2: periodic 0.460212, antiperiodic 1.000000
  N_up=3, N_dn=3: periodic 1.000000, antiperiodic 0.495098
  N_up=1, N_dn=2: periodic 0.499845, antiperiodic 0.723735
  N_up=1 periodic, N_dn=2 antiperiodic: 1.000000
Two up, two down, continuous time:
  Z periodic = 124.4815, Z antiperiodic = 270.3402 (no unit)
  periodic average sign, exact = 0.460462 (no unit)
  same with 40 slices = 0.460212, 80 slices = 0.460399
  time-step error ratio on halving dtau = 3.956
  share of absolute weight at total W = +0: 7.044e-01
  share of absolute weight at total W = +1: 1.345e-01
  share of absolute weight at total W = +2: 1.289e-02
  share of absolute weight at total W = +3: 3.403e-04
  share of odd total W = 0.269769 (no unit)
  E0 periodic = -2.102748 t, antiperiodic = -2.720566 t
  energy difference = 0.617818 t
  decay rate of sign from beta t = 60 to 80: 0.617818 t
  periodic average sign at beta = 1 / t: 0.823867
  periodic average sign at beta = 2 / t: 0.460462
  periodic average sign at beta = 4 / t: 0.111690
  periodic average sign at beta = 8 / t: 0.007805
tests ok
```
